# Why a Maxwellian discharge needs a minimum gas-density-length product

In a model discharge with rough argon parameters, raising the electron temperature from 36.8 to 100 eV increases the ionization rate coefficient from $9.32\times10^{-8}$ to $1.23\times10^{-7}$ cm³/s. Yet the gas needed to sustain the plasma increases too: the product of gas density and gap length goes from $1.15\times10^{13}$ to $1.43\times10^{13}$ cm⁻². Between 10 and 36.8 eV the same product falls, from $2.32\times10^{13}$ cm⁻². There is thus a least amount of gas, and below it no temperature gives a steady plasma.

The reason is that hotter electrons also drive ions to the walls faster. From 36.8 to 100 eV ionization gains 32 %, while the ion exit speed gains 65 %.

## The balance to be satisfied

A quasineutral plasma fills a slab of length $l$ between absorbing walls. The gas is cold, with uniform density $n_g$. Electrons are Maxwellian at a uniform temperature $T$, in eV. Ions are singly charged, are born at rest by single-step ionization of ground-state atoms, and have negligible thermal spread. The elementary charge is $q$, the electron and ion masses are $m$ and $M$, and

$$u_B=\sqrt{qT/M},\qquad R(T)=K_{iz}(T)/u_B(T).$$

$K_{iz}$ is the ionization rate coefficient, $u_B$ the Bohm speed, and $R$ has the dimension of an area.

Let $n$ be the plasma density and $u$ the ion speed at distance $x$ from the midplane. Continuity gives $(nu)'=\nu n$, with $\nu=n_gK_{iz}$. Electrons in force balance obey $n\mathcal E=-Tn'$, where $\mathcal E$ is the electric field. New ions bring no momentum, and collisions with gas, of cross section $\sigma_i$, remove an ion's momentum $Mu$ at the frequency $n_g\sigma_i u$. Hence

$$(nu^2)'=-u_B^2n'-n_g\sigma_i nu^2 .$$

Put $U=u/u_B$ and measure distance by $\xi=\nu x/u_B$. With primes now meaning $d/d\xi$,

$$(nU)'=n,\qquad (nU^2)'+n'=-s\,nU^2,\qquad s=\frac{n_g\sigma_iu_B}{\nu}=\frac{\sigma_i}{R}.$$

The first equation gives $n'/n=(1-U')/U$. It also gives $(nU^2)'=U(nU)'+nUU'=nU(1+U')$. Substituting both into the second equation and dividing by $n$,

$$U(1+U')+\frac{1-U'}{U}=-sU^2 .$$

Multiplication by $U$ and collection of the $U'$ terms give

$$(1-U^2)U'=1+U^2+sU^3 .$$

By symmetry $U=0$ at the centre. At $U=1$ the slope diverges and the quasineutral solution ends. This is the sheath edge, placed at the wall because the sheath is taken to be thin. Integrating $d\xi=dU/U'$ gives the half length $\nu l/(2u_B)$. Since $\nu/u_B=n_gR$, the product $N=n_gl$ is

$$N=2\int_0^1\frac{1-U^2}{R(1+U^2)+\sigma_iU^3}\,dU. \tag{1}$$

The gas density and the length enter only through $N$. The integrand falls as $R$ rises, so the least $N$ occurs at the greatest $R$, with or without ion drag. As $R\to0$ the integral diverges at small $U$, so $N\to\infty$. Without drag, $(1-U^2)/(1+U^2)=2/(1+U^2)-1$ integrates to $\pi/2-1$, and

$$N=\frac{\pi-2}{R}\qquad(\sigma_i=0). \tag{2}$$

It remains to show that $R(T)$ has a maximum. Both derivations below begin with the Maxwellian average of $\sigma v$, where $\sigma$ is the ionization cross section:

$$K_{iz}=4\pi\left(\frac{m}{2\pi qT}\right)^{3/2}\int\sigma\,v^3e^{-mv^2/(2qT)}dv .$$

With $E=mv^2/(2q)$ in eV, $v\,dv=(q/m)\,dE$, so $v^3dv=(2q^2/m^2)E\,dE$. The numerical factor is $8\pi/(2\pi)^{3/2}=\sqrt{8/\pi}$, and

$$K_{iz}=\sqrt{\frac{8q}{\pi m}}\;T^{-3/2}\int_{E_{iz}}^\infty\sigma(E)\,E\,e^{-E/T}dE, \tag{3}$$

where $E_{iz}$ is the ionization energy.

## First derivation: an average cross section

Substitute $E=Tx$ in (3). The integral supplies a factor $T^2$, leaving $K_{iz}\propto T^{1/2}$ times an average. Division by $u_B$ removes that factor:

$$R(T)=C\int_0^\infty\sigma(Tx)\,x e^{-x}dx,\qquad C=\sqrt{\frac{8M}{\pi m}}. \tag{4}$$

The weight $xe^{-x}$ integrates to one. It is the energy distribution of electrons crossing a surface. Apart from the constant $C$, therefore, $R$ is the cross section averaged over the electron flux. Heating slides this average to higher energies, where the cross section eventually becomes small.

Let $\sigma$ be continuous, zero below $E_{iz}$, never above $\sigma_{\max}$, and tending to zero at high energy. At low temperature,

$$R\le C\sigma_{\max}\int_{E_{iz}/T}^\infty xe^{-x}dx
=C\sigma_{\max}\left(1+\frac{E_{iz}}T\right)e^{-E_{iz}/T}\to0 .$$

At high temperature, choose any small $\epsilon$ and an energy $E_\epsilon$ beyond which $\sigma<\epsilon$. Splitting the integral at $x=E_\epsilon/T$ and using $e^{-x}\le1$ in the lower part gives

$$R\le C\left[\sigma_{\max}\frac{E_\epsilon^2}{2T^2}+\epsilon\right].$$

The first term vanishes as $T\to\infty$, and $\epsilon$ can be as small as desired, so $R\to0$. A positive continuous function that vanishes at both ends has a maximum in between. By (1), no steady state exists below the corresponding $N_{\min}$.

The maximum is unique if $\sigma$ has a single hump, rising to a peak at $E_p$ and falling afterwards. Differentiating (4), then returning to $E=Tx$,

$$\frac{dR}{d\ln T}=\frac C{T^2}\int_{E_{iz}}^\infty\sigma'(E)E^2e^{-E/T}dE
=\frac{C}{T^2}e^{-E_p/T}G(\beta),$$

$$G(\beta)=\int_{E_{iz}}^\infty\sigma'(E)E^2e^{-\beta(E-E_p)}dE,\qquad \beta=1/T .$$

The derivative of $G$ is

$$\frac{dG}{d\beta}=-\int_{E_{iz}}^\infty\sigma'(E)(E-E_p)E^2e^{-\beta(E-E_p)}dE>0,$$

because $\sigma'$ is positive below $E_p$ and negative above it. Thus $G$ can cross zero only once. $R$ rises from zero to one maximum and then falls to zero, so each $N>N_{\min}$ has two temperatures.

Decay to zero is a sufficient condition, and it cannot simply be dropped. For a constant $\sigma_0$ above threshold, (4) gives $R=C\sigma_0(1+y)e^{-y}$ with $y=E_{iz}/T$. This rises towards $C\sigma_0$ without reaching it: a lower bound on $N$ survives, but no finite temperature attains it. For $\sigma=\sigma_0(E/E_{iz}-1)$, (4) gives

$$\begin{aligned}
R&=C\sigma_0\left[\frac{y^2+2y+2}{y}-(1+y)\right]e^{-y}\\
&=C\sigma_0\left(1+\frac2y\right)e^{-y}.
\end{aligned}$$

This grows as $2C\sigma_0T/E_{iz}$, and there is no lower bound at all.

## Second derivation: two competing growth rates

Now take a definite cross section with the logarithmic fall-off of fast electron impact:

$$\sigma(E)=e\,\sigma_p\frac{\ln(E/E_{iz})}{E/E_{iz}},\qquad E>E_{iz}. \tag{5}$$

Here $e$ is Euler's number. The function $\ln w/w$ has its maximum $1/e$ at $w=e$, so $\sigma_p$ is the peak value, reached at $eE_{iz}$.

In (3) the factor $E$ cancels the denominator of (5). Integration by parts, with a boundary term that vanishes at both limits, gives

$$\int_{E_{iz}}^\infty\ln\frac{E}{E_{iz}}\,e^{-E/T}dE
=T\int_{E_{iz}}^\infty\frac{e^{-E/T}}EdE=T\,E_1(y),$$

with $E_1(y)=\int_y^\infty t^{-1}e^{-t}dt$. Hence

$$K_{iz}=\sqrt{\frac{8q}{\pi m}}\;e\sigma_pE_{iz}\,T^{-1/2}E_1(y). \tag{6}$$

Compare how fast production and loss grow with temperature. Since $dE_1/dy=-e^{-y}/y$ and $dy/d\ln T=-y$,

$$\frac{d\ln K_{iz}}{d\ln T}=-\frac12+\frac{e^{-y}}{E_1(y)},\qquad
\frac{d\ln u_B}{d\ln T}=\frac12 .$$

Heating helps as long as the first exponent exceeds the second. The difference is

$$\frac{d\ln R}{d\ln T}=\frac1{F(y)}-1,\qquad
F(y)=e^yE_1(y)=\int_0^\infty\frac{e^{-z}}{y+z}dz,$$

where $t=y+z$ was used. $F$ decreases from infinity at $y=0$ to zero at large $y$, so it equals one at a single point $y_*$. For colder electrons $F<1$ and $R$ rises with temperature; for hotter ones $F>1$ and $R$ falls. The maximum obeys

$$E_1(y_*)=e^{-y_*},\qquad y_*=0.4348,\qquad T_*=2.30\,E_{iz}. \tag{7}$$

Dividing (6) by $u_B$ gives

$$R=C\,e\sigma_p\,yE_1(y),\qquad R_{\max}=0.2815\,C\,e\sigma_p=0.765\,C\sigma_p. \tag{8}$$

The opening numbers now have their explanation. At $T_*$ the rate coefficient is still rising, as $T^{1/2}$ locally. Its own maximum comes later, when its exponent reaches zero. The ratio turns over first because the Bohm speed keeps growing.

The two limits show what controls each side. For cold electrons $F\approx1/y$, so $R\approx Ce\sigma_pe^{-E_{iz}/T}$: few electrons can ionize. For hot electrons $E_1(y)\approx-\ln y-0.577$, so

$$R\approx Ce\sigma_p\frac{E_{iz}}T\left[\ln\frac T{E_{iz}}-0.577\right].$$

Most electrons can then ionize, but with a shrinking cross section.

## What each derivation assumes

Both derivations need Maxwellian electrons and a Bohm speed set by the same temperature. The first needs no formula for $\sigma$: boundedness, a threshold and decay to zero give existence, and a single hump gives uniqueness. It also yields the general bound $R\le C\sigma_{\max}$, but it does not locate the maximum.

The second assumes (5) and in return gives the temperature and height of the maximum. Its uniqueness proof rests on the function $F$, and does not carry over to another cross section. The hump condition in the first proof matters: when a copy of (5) with a threshold 1000 times higher and the same peak height was added, a numerical scan from 3 to $10^6$ eV found two maxima of $R$. A least $N$ still exists there, but some values of $N$ can have more than two temperatures.

## The example in numbers

Take $M=40$ u, $E_{iz}=16$ eV, $\sigma_p=3.0\times10^{-16}$ cm², $\sigma_i=1.0\times10^{-14}$ cm², $l=10$ cm and gas at 300 K. Then $C=430.9$, and (7) gives $T_*=2.30\times16=36.8$ eV. From (8),

$$R_{\max}=0.765\times430.9\times3.0\times10^{-16}
=9.89\times10^{-14}\ \mathrm{cm^2}.$$

Without drag, (2) gives $N_{\min}=(\pi-2)/R_{\max}=1.154\times10^{13}$ cm⁻². With drag, (1) gives $1.146\times10^{13}$ cm⁻². The change is small because $\sigma_i/R_{\max}=0.10$: an ion seldom collides on its way out. The minimum pressure-length product is 0.36 mTorr cm, or 0.036 mTorr for this gap.

At 0.1 mTorr, $N=3.22\times10^{13}$ cm⁻² lies above the minimum, and two temperatures satisfy the thin-sheath balance: 8.1 and 452 eV. At 5 mTorr the cool solution is 2.43 eV. There $\sigma_i/R=23$, and drag matters more: omitting it would give 2.64 eV. Slower ions stay longer, so less ionization is needed.

## Which of the two temperatures can persist

Consider small departures from a steady state with temperature $T_0$, keeping the absorbed power density $P$ and the spatial profile fixed. Let $n$ now be the mean density. The loss frequency is $u_B/d$, where the effective length $d$ is set by the steady balance $1/d=n_gR(T_0)$. Let $L(T)$ be the energy lost per electron per unit time. Then

$$\dot n=ng,\qquad g=n_gu_B(T)[R(T)-R(T_0)],\qquad
\frac d{dt}\left(\tfrac32nT\right)=P-nL .$$

Expanding the energy derivative gives $\dot T=\tfrac23(P/n-L)-Tg$. At the steady state $g=0$, so the matrix of the linearized equations for $(n,T)$ is

$$J=\begin{pmatrix}0&ng'\\[2pt]-\dfrac{2P}{3n^2}&-\tfrac23L'-Tg'\end{pmatrix},\qquad
\det J=\frac{2P}{3n}\,n_gu_BR'(T_0),$$

where primes mean $d/dT$. On the hot branch $R'<0$. The determinant is negative, so one eigenvalue is positive and the state is unstable, whatever the form of $L$. If the electrons warm slightly, ionization falls behind loss, the density drops, and the fixed power heats fewer electrons further. On the cool branch $R'>0$, and the state is stable if $L'>0$, since the trace is then negative.

For the numbers at 0.1 mTorr, let each ionization cost 16 eV and each pair lost to a floating wall cost $7.18\,T$, with excitation omitted. The hot state has a growth rate of $1.7\times10^5$ s⁻¹, an e-folding time of about 6 µs. Both cool-state eigenvalues are negative, the slower being $-4.8\times10^4$ s⁻¹.

## Where the limit stops being trustworthy

The parameters resemble, roughly, an argon etch reactor, which typically runs at a few to tens of mTorr with electrons at a few eV. The 5 mTorr solution lies in that range. The minimum lies at a pressure 140 times lower, and 37 eV is far from typical. The assumption most clearly broken there is the Maxwellian. At an electron density of $10^{10}$ cm⁻³, the estimated electron-electron relaxation time near the minimum is 50 to 65 electron lifetimes, depending on how the collision time is defined, so these collisions cannot maintain the distribution.

For other distributions the upper limit on $K_{iz}/u_B$ need not hold. Suppose that half the electrons at the sheath edge are at 4 eV and half at 40 eV. For Boltzmann populations the Bohm speed follows from the mean of $1/T$, which gives an effective 7.3 eV, while the hot half does nearly all the ionizing. The local ratio $K_{iz}/u_B$ is then 1.19 times the Maxwellian maximum. This alone does not mean that less gas is needed: the cold electrons gather at the centre, where they add to the density but hardly ionize, and (1) no longer applies. The minimum is therefore derived for Maxwellian electrons only. How far it moves in a real device, and in which direction, depends on the electron distribution, and is not calculated here.

The shape of the cross section matters less for $N_{\min}$ than for $T_*$. Argon's measured peak lies nearer 100 eV than the 43.5 eV used here. With $w=E/E_{iz}$, the curve $20\sigma_p(w-1)/(w+4)^2$, of equal height and peaking at 96 eV, moves $T_*$ to 67 eV but lowers $N_{\min}$ by only 7 %. At 5 mTorr it raises the cool temperature from 2.43 to 2.84 eV. The width of the hump also counts. At the same height and peak energy, a broader curve $\propto\ln w/w^{0.558}$ gives $T_*=83$ eV and lowers $N_{\min}$ by 15 %, while a narrower one $\propto(w-1)/(w^3+324)$ gives $T_*=54$ eV and raises it by 14 %. Their cool temperatures at 5 mTorr are 2.6 and 3.2 eV.

The wall potential raises a separate question. Electrons above the centre-to-wall barrier can escape if directed at the wall. Near the minimum they provide 1.9 % of the ionization at the centre. At 5 mTorr they provide all of it, because the threshold, $16/2.43=6.6\,T$, exceeds the barrier of $5.9\,T$. The 2.43 eV result therefore relies on this energetic tail being refilled as fast as it is lost.

The other simplifications differ in weight. Without drag, allowing for the velocity spread of the ions lengthens the half gap by 0.2 % at fixed $u_B/\nu$. At $10^{10}$ cm⁻³ the Debye length near the minimum is 0.045 cm. A wall sheath is several Debye lengths thick, which the thin-sheath limit ignores. If the drag-free fluid equations are solved together with Poisson's equation out to a floating wall, with this density at the centre, the two sheaths take up about 10 % of the gap and $N_{\min}$ rises by about 13 %. At the same density the Debye length in the 452 eV state is 3.5 times longer, and the same correction lowers the hot drag-free temperature from 439 eV to roughly 275 eV. The electron density near the minimum is 0.9 % of the gas density. Uniform gas is a rougher assumption, despite this small fraction. At 300 K an atom crosses the gap in about 0.25 ms if it moves straight across at the mean speed, or 0.5 ms at the mean normal speed, and at this electron density it is ionized after about $1/(10^{10}\times9.3\times10^{-8})\approx10^{-3}$ s, so appreciable depletion of the gas must be expected. For atoms in free flight from the walls, the density at the centre is about a third below its value without ionization at the same wall emission, and about 10 % below the density at the walls. Side walls would add losses and raise the required gas density. Multistep and double ionization and electron emission from the walls are left out, and their effect is not estimated. The remaining values are in the numerical output.

## Computed results

```
ion mass 40 u, E_iz 16 eV
peak ionization cross section 3.0e-16 cm2
energy of that peak 43.5 eV
ion-neutral cross section 1.0e-14 cm2
length 10 cm, gas temperature 300 K
C = sqrt(8M/(pi m)) = 430.9
T(eV)  K_iz(cm3/s)  u_B(cm/s)  K_iz/u_B(cm2)  needed N(cm-2)
   2.00 2.326e-11 2.196e+05 1.059e-16 4.553e+15
   3.00 3.921e-10 2.690e+05 1.458e-15 6.041e+14
   5.00 3.957e-09 3.473e+05 1.139e-14 9.494e+13
  10.00 2.383e-08 4.911e+05 4.853e-14 2.320e+13
  20.00 6.065e-08 6.946e+05 8.731e-14 1.297e+13
  36.80 9.319e-08 9.421e+05 9.892e-14 1.146e+13
 100.00 1.231e-07 1.553e+06 7.923e-14 1.429e+13
 300.00 1.213e-07 2.690e+06 4.510e-14 2.494e+13
1000.00 9.869e-08 4.911e+06 2.009e-14 5.502e+13
y* = E_iz/T* = 0.43482, T*/E_iz = 2.2998
y* E1(y*) = 0.28149
critical temperature T* = 36.80 eV
flux-averaged / peak cross section at T* 0.7652
maximum K_iz/u_B = 9.8916e-14 cm2
drag parameter sigma_i/R at T* = 0.1011
N_min without ion drag = 1.1541e+13 cm-2
N_min with ion drag = 1.1461e+13 cm-2
minimum pressure*length = 0.3561 mTorr cm
minimum pressure for this length = 0.03561 mTorr
0.1 mTorr: n_g = 3.219e+12 cm-3, N = 3.219e+13 cm-2
0.1 mTorr: cool T 8.06 eV, hot T 452.4 eV
0.1 mTorr cool branch eigenvalues -5.399e+05, -4.835e+04 1/s
0.1 mTorr hot branch eigenvalues -2.580e+06, 1.672e+05 1/s
wall energy cost per pair = 7.18 T
5 mTorr: n_g = 1.609e+14 cm-3, N = 1.609e+15 cm-2
5 mTorr: cool T 2.432 eV, without drag 2.636 eV
5 mTorr: drag parameter sigma_i/R = 23.26
two-temperature mix 4 and 40 eV, half each: K/u_B over Maxwellian maximum 1.190
later peak at 96 eV: T* 66.8 eV, N_min 1.065e+13 cm-2
later peak: N_min ratio 0.930, T at 5 mTorr 2.837 eV
collisionless half length, fluid 0.57080, kinetic 0.57214 (u_B/nu_iz)
edge/centre density: at N_min 0.496, at 5 mTorr 0.298
centre-to-wall barrier: at N_min 5.38 T, at 5 mTorr 5.89 T
ionization by electrons above barrier: at N_min 1.90 %, at 5 mTorr 100.0 %
assumed electron density: at N_min 1e+10, at 5 mTorr 1e+11 cm-3
e-e relaxation time / electron lifetime: at N_min 65.3, at 5 mTorr 0.0249
Debye length at N_min 0.0451 cm
electron/gas density at N_min 0.87 %
peak ionization probability per crossing at N_min 0.344 %
```
